# Oxygen-Pressure Exponents for Hydrogen Donors in Oxide Semiconductors, part 2

How does the conduction-electron density $n$ of an oxide semiconductor annealed in humid gas depend on oxygen pressure? The donors are interstitial protons $\mathrm H_i^+$ and hydrogen on oxygen sites $\mathrm H_{\mathrm O}^+$, which forms by

$$
\tfrac12\mathrm{H_2O}+\mathrm O_{\mathrm O}\rightleftharpoons
\mathrm H_{\mathrm O}^+ + e^-+\tfrac34\mathrm{O_2}. \tag{5}
$$

Brackets denote densities. The O$_2$ and H$_2$O pressures divided by 1 bar are $p$ and $w$; $\mu_{\mathrm O}$ and $\mu_{\mathrm H}$ are the atomic chemical potentials. With $\eta=(E_F-E_c)/kT$, measured from the conduction edge $E_c$, dilute defects of charge $q_j$, cost $g_j$ and site density $N$ obey

$$
c_j=N\exp\left(-\frac{g_j}{kT}-q_j\eta\right). \tag{9}
$$

For non-degenerate electrons of effective mass $m^*$,

$$
\begin{aligned}
n&=2e^\eta\int\frac{d^3k}{(2\pi)^3}
\exp\left(-\frac{\hbar^2k^2}{2m^*kT}\right)=N_ce^\eta,\\
N_c&=2\left(\frac{m^*kT}{2\pi\hbar^2}\right)^{3/2}.
\end{aligned} \tag{10}
$$

$$
\begin{aligned}
[\mathrm H_i]\,n
&=NN_c e^{-G_i/kT}e^{\mu_{\mathrm H}/kT}\\
&=NN_c e^{-G_i/kT}w^{1/2}p^{-1/4}
\equiv A p^{-1/4}.
\end{aligned} \tag{11}
$$

Likewise $[\mathrm H_{\mathrm O}]\,n=Bp^{-3/4}$, where $B$ is $A$ with $G_{\mathrm O}$ replacing $G_i$; these are formation free energies. Hydrogen on oxygen sites alone gives

$$
n=B^{1/2}p^{-3/8}\propto w^{1/4}p^{-3/8}, \tag{14}
$$

and both donors together give

$$
n^2=Ap^{-1/4}+Bp^{-3/4}. \tag{15}
$$

The slope $X=d\ln n/d\ln p$ at fixed $w$ and $T$ is then $-(1+2f)/8$, with $f=[\mathrm H_{\mathrm O}]/n$. The two donor densities are equal at the crossover $p_x=(B/A)^2$, or $P_x$ in pressure units.

Adding doubly charged oxygen vacancies of density $v$ and formation free energy $G_{\mathrm V}$, and fixed donors of density $D$, neutrality reads

$$
n=D+[\mathrm H_i]+[\mathrm H_{\mathrm O}]+2v. \tag{22}
$$

The degeneracy factor is $\gamma=d\eta/d\ln n$; at small filling,

$$
\eta=\ln\frac n{N_c}+\frac{n}{\sqrt8N_c}+\cdots,\qquad
\gamma=1+\frac{n}{\sqrt8N_c}+\cdots. \tag{25}
$$

Finally, $\Delta_w$ is the free energy released when standard H$_2$ and half a standard O$_2$ form standard water.

### Coulomb interaction

The mass-action laws also assume that charges do not interact. A first estimate treats electrons and singly charged donors as classical point charges in a medium of relative permittivity $\varepsilon_r$. Define

$$
l_B=\frac{e^2}{4\pi\varepsilon_0\varepsilon_rkT},\qquad
\kappa^2=4\pi l_B(2n). \tag{26}
$$

The Bjerrum length $l_B$ is the distance at which two elementary charges have interaction energy $kT$, and $1/\kappa$ is the screening length. The factor $2n$ counts both electrons and donors.

In the linear screening approximation, a charge $e$ has potential $e\,e^{-\kappa r}/(4\pi\varepsilon_0\varepsilon_rr)$. Subtracting its own Coulomb potential and taking $r\to0$ leaves the potential of the screening cloud, $-e\kappa/(4\pi\varepsilon_0\varepsilon_r)$. Now build up all charges together from $0$ to $e$ with a factor $\lambda$. The screening parameter is then $\lambda\kappa$, so the work per volume is

$$
F_C=-2n\,\frac{e^2\kappa}{4\pi\varepsilon_0\varepsilon_r}
\int_0^1\lambda^2d\lambda
=-\frac{kT\kappa^3}{12\pi}. \tag{27}
$$

For a change in the density of one charge species, $d\kappa/dc=2\pi l_B/\kappa$. Hence each electron or donor has its chemical potential shifted by

$$
\frac{\partial F_C}{\partial c}
=-\frac{kT\kappa^2}{4\pi}\frac{2\pi l_B}{\kappa}
=-kTu,\qquad u=\frac{l_B\kappa}{2}. \tag{28}
$$

The shifts of donor and electron multiply each mass-action product by $e^{2u}$. For non-degenerate electrons and hydrogen donors alone,

$$
2\ln n-2u=\ln\left(Ap^{-1/4}+Bp^{-3/4}\right). \tag{29}
$$

The right side has slope $-(1+2f)/4$. Since $u\propto n^{1/2}$, its slope is $uX/2$. Therefore

$$
(2-u)X=-\frac{1+2f}{4},\qquad
X=-\frac{1+2f}{4(2-u)}. \tag{30}
$$

Attraction makes ionised pairs less costly and steepens the curve. This is a small-$u$ result, not a description of bound pairs or of a dense quantum electron gas.

### Numbers for a humid anneal

Consider a model in the regime of an amorphous In-Ga-Zn-O film at 673 K, where $kT=0.057995$ eV. Take $m^*=0.30$ electron masses and $N=5.0\times10^{22}$ cm$^{-3}$ as rough typical values. Equation (10) gives $N_c=1.385\times10^{19}$ cm$^{-3}$. The formation free energies are chosen, not material data: $G_i=1.15$ eV and $G_{\mathrm O}=1.35$ eV. The water pressure is fixed at 10 Torr. Since 1 bar is 750.06 Torr,

$$
\begin{aligned}
A&=(5.0\times10^{22})(1.385\times10^{19})
\left(\frac{10}{750.06}\right)^{1/2}e^{-1.15/0.057995}\\
&=1.955\times10^{32}\ \mathrm{cm^{-6}}.
\end{aligned}
$$

Replacing 1.15 by 1.35 gives $B=6.216\times10^{30}$ cm$^{-6}$. The crossover pressure is

$$
P_x=750.06\left(\frac{6.216\times10^{30}}
{1.955\times10^{32}}\right)^2\ \mathrm{Torr}
=0.758\ \mathrm{Torr}.
$$

At 1 Torr of oxygen, either donor alone would give $3.199\times10^{16}$ cm$^{-3}$ for protons or $2.985\times10^{16}$ cm$^{-3}$ for hydrogen on oxygen sites. Their squares add in (15):

$$
n=\sqrt{3.199^2+2.985^2}\times10^{16}\ \mathrm{cm^{-3}}
=4.375\times10^{16}\ \mathrm{cm^{-3}}.
$$

The oxygen-site fraction is $2.985^2/4.375^2\simeq0.465$, and the slope is $-(1+2\times0.4654)/8=-0.2414$. Other pressures give:

| O$_2$ (Torr) | $n$ (cm$^{-3}$) | $f$ | Slope |
|---:|---:|---:|---:|
| 0.001 | $4.05\times10^{17}$ | 0.965 | −0.366 |
| 0.030 | $1.22\times10^{17}$ | 0.834 | −0.334 |
| 1 | $4.38\times10^{16}$ | 0.465 | −0.241 |
| 30 | $2.25\times10^{16}$ | 0.137 | −0.159 |
| 760 | $1.42\times10^{16}$ | 0.031 | −0.133 |

Even this range does not quite reach either pure exponent. The average slope between its endpoints is about $-0.25$, midway between the two pure exponents. A single fitted exponent would hide the change of donor. The densities and slopes obtained by direct minimisation of the free energy appear in the numerical output.

### Size of the neglected effects

At 0.001 Torr, (25) gives $\gamma\simeq1+4.05\times10^{17}/(\sqrt8\times1.385\times10^{19})=1.010$. Degeneracy changes the slope only from $-0.366$ to $-0.364$. At 1 Torr its effect is smaller still.

Coulomb attraction matters more. For a rough relative permittivity of 10, $l_B=2.48$ nm. At 0.001 Torr, solving (29) raises $n$ from $4.05\times10^{17}$ to $5.05\times10^{17}$ cm$^{-3}$. The screening length at this higher density is 5.6 nm, so $u=2.48/(2\times5.6)\simeq0.22$. Equation (30) gives a slope of $-0.412$, larger in magnitude than the ideal pure-donor value of $3/8$. At 1 Torr, $u=0.067$ and the slope changes from $-0.241$ to $-0.250$. The electron thermal wavelength is 5.25 nm, close to the screening length at the lower pressure. The classical correction there indicates a size, not a reliable refined exponent. Replacing the shift $u$ by $u/(1+\kappa a)$, with a distance of closest approach $a$ between 1.8 and 5.25 nm, gives slopes from $-0.391$ to $-0.377$, or from $-0.388$ to $-0.375$ when degeneracy is included. The excess over $3/8$ is therefore not secure.

Vacancies are minor for the chosen $G_{\mathrm V}=2.10$ eV: they supply about 0.1% of the electronic charge at 1 Torr and less at 0.001 Torr. Fixed donors can matter more. With $D=10^{16}$ cm$^{-3}$, the slope at 1 Torr falls in magnitude from 0.241 to 0.214; at 0.001 Torr it falls from 0.366 to 0.362. The background is a larger share of the charge at the higher pressure.

Amorphous films also have localised states below the conduction edge. Let their density per energy be $g_te^{-E/E_t}$ at depth $E$. If their occupation is non-degenerate and $E_t<kT$, the trapped density is

$$
n_t=g_te^\eta\int_0^\infty
e^{-E/E_t+E/kT}dE
=\frac{g_te^\eta}{1/E_t-1/kT}. \tag{31}
$$

Thus $r=n_t/n$ is independent of pressure. Neutrality becomes $(1+r)n=[\mathrm H_i]+[\mathrm H_{\mathrm O}]$. The free density is multiplied by $(1+r)^{-1/2}$, but its exponents are unchanged. For rough values $g_t=10^{20}$ cm$^{-3}$ eV$^{-1}$ and $E_t=0.020$ eV, (31) gives $r\simeq0.22$. With Fermi occupation retained in the band and tail, the slope at 1 Torr is still $-0.241$.

Holes are negligible: for a rough gap of 3.0 eV and valence-band density of $10^{21}$ cm$^{-3}$, the hole-to-electron ratio at 1 Torr is about $2.5\times10^{-16}$. Water dissociation is also negligible as a drain on the water supply. With a rough $\Delta_w=2.2$ eV, the H$_2$/H$_2$O ratio at 0.001 Torr of oxygen is about $3\times10^{-14}$. That small amount of H$_2$ still has the chemical potential required by equilibrium.

### Relation to a real film

The electron densities lie in a plausible range for In-Ga-Zn-O, but the crossover at 0.758 Torr follows from chosen energies and is not a prediction for that material. A spread of site energies replaces $Ne^{-G/kT}$ by a sum over sites. This leaves the exponents unchanged while every contributing site is sparsely occupied; filled low-energy sites act instead as fixed donors. For a Gaussian spread with the same effective $G$, the pure exponents at 1 Torr change by less than 1% at a standard deviation of 0.2 eV, but become $-0.116$ and $-0.348$ at 0.3 eV. Exchange with the gas is an essential assumption. A capped film whose electrons all come from fixed, fully ionised hydrogen has slope zero instead of $-0.241$ at 1 Torr. Fixed acceptors act in the opposite direction. They enter (22) as a negative $D$, and a density of $10^{17}$ cm$^{-3}$ would steepen the slope at 1 Torr to about $-0.42$.

For a film thickness $L=50$ nm and an anneal time $t=3600$ s, the estimate $L^2/t$ requires a diffusivity of about $7\times10^{-15}$ cm$^2$/s for each species that must equilibrate through the film. Surface reactions must also be fast enough. If hydrogen equilibrates but the oxygen network does not, the mass-action law (11) can survive, since it needs only $\mu_{\mathrm H}$. The exponent $-1/8$ then also requires that donors on the frozen oxygen sites supply little of the charge. The oxygen-site law requires oxide ions to leave their sites, as in (5), so in that case it loses its basis. Surface charge is another limit: the screening length of 18.5 nm at 1 Torr is not small compared with the film thickness.

These densities belong to the anneal temperature. If the donors formed at 1 Torr are frozen in and remain ionised on cooling to 300 K, $n/N_c$ is about 0.01 before tail trapping is included, so the band is still non-degenerate. Equation (31) shows that trapping becomes more important as $kT$ approaches $E_t$, although it overestimates the trapped density once the deeper tail states fill. For the tail used above, it gives $r\simeq2.1$ at 300 K, whereas Fermi occupation gives about 1.65. The ratio then falls as $n$ rises, so the free-electron slope read after cooling is steeper than at the anneal: about $-0.255$ instead of $-0.241$ at 1 Torr, and $-0.131$ and $-0.393$ for the pure donors. A conductivity measurement also contains the mobility; its pressure exponent equals that of $n$ only if the mobility does not vary with oxygen pressure.

To use an exponent as evidence for a hydrogen site, one must therefore keep temperature and water pressure fixed, establish equilibrium, and follow the local slope over enough oxygen pressure to detect a crossover. A value near $-1/8$ or $-3/8$ supports the corresponding donor when vacancies, fixed charge, degeneracy and Coulomb corrections are minor, when trapped charge is either negligible or has a pressure-independent ratio to $n$, as in (31), and when no acceptor exchanged with the gas compensates the donors. The last condition is essential. An excess oxygen atom that binds one electron has cost $G_X-\mu_{\mathrm O}$ and charge $-1$, so (9) makes its density proportional to $p^{1/2}n$. If it balances the interstitial protons, (11) gives $n^2\propto w^{1/2}p^{-3/4}$ and $n\propto w^{1/4}p^{-3/8}$. These are the exponents of (14), with no hydrogen on oxygen sites. A doubly charged acceptor of this kind gives $n\propto w^{1/6}p^{-1/4}$. In such compensated cases the hydrogen density far exceeds $n$, so the exponents identify a site only if the hydrogen content is measured and found comparable to $n$ plus the trapped density. A tail with $E_t$ comparable to or larger than $kT$ can change both exponents.

## Calculated quantities

```
Temperature: 673 K; kT: 0.05799 eV
Mass ratio: 0.30; Nc: 1.385e+19 cm^-3
Site density: 5.0e+22 cm^-3
Water pressure: 10.0 Torr; 1 bar = 750.06 Torr
Formation free energy Hi: 1.15 eV
Formation free energy HO: 1.35 eV
Formation free energy VO: 2.10 eV
Pure Hi: O2 exponent -0.12500
Pure HO: O2 exponent -0.37500
Pure VO: O2 exponent -0.16667
Pure Hi: water exponent 0.25000
  n at 1, 10 Torr O2: 3.199e+16, 2.399e+16 cm^-3; ratio 0.7499
Pure HO: water exponent 0.25000
  n at 1, 10 Torr O2: 2.985e+16, 1.259e+16 cm^-3; ratio 0.4217
Fixed H2, pure Hi: O2 exponent 0.00000 (size)
Fixed H2, pure HO: O2 exponent 0.25000 (size)
A: 1.955e+32 cm^-6; B: 6.216e+30 cm^-6 (p in bar)
Crossover O2 pressure: 0.758 Torr
Both donors: O2/Torr, n/cm^-3, f, slope
     0.001 4.052e+17 0.9650 -0.3662
     0.030 1.217e+17 0.8341 -0.3335
     1.000 4.375e+16 0.4654 -0.2414
    30.000 2.251e+16 0.1372 -0.1593
   760.000 1.418e+16 0.0306 -0.1327
Degenerate Hi: n 5.75e+19 cm^-3, gamma 2.324, slope -0.0752
Degenerate HO: n 5.51e+19 cm^-3, gamma 2.274, slope -0.2290
Mixed test: slope -0.1617, law -0.1618
Neglected effects at 0.001 Torr O2, ideal -0.3662:
  degeneracy: gamma 1.0103, slope -0.3644
  Coulomb: u 0.2204, n 5.051e+17 cm^-3, slope -0.4116
  screening length 5.6 nm
  vacancies: charge share 4.70e-05, slope -0.3662
  background 1e+16 cm^-3: slope -0.3617
  tail: trapped/free 0.211, slope -0.3658
Neglected effects at 1.000 Torr O2, ideal -0.2414:
  degeneracy: gamma 1.0011, slope -0.2412
  Coulomb: u 0.0671, n 4.679e+16 cm^-3, slope -0.2497
  screening length 18.5 nm
  vacancies: charge share 1.18e-03, slope -0.2412
  background 1e+16 cm^-3: slope -0.2140
  tail: trapped/free 0.219, slope -0.2413
Bjerrum, thermal lengths: 2.48, 5.25 nm
Rough tail: 1e+20 cm^-3/eV, width 0.020 eV
Hole/electron at 1 Torr: 2.5e-16 (gap 3.0 eV)
H2/H2O at 0.001 Torr O2: 2.9e-14
D for 50 nm in 3600 s: 6.9e-15 cm^2/s
Frozen donors, 300 K: n/Nc 1.06e-02
```
